Onsager escape of geminate pairs and the low-field slope-to-intercept ratio

**Q:** An electron and a hole created a few nanometres apart in a weakly polar solid attract each other with an energy of many kT. Why should any pair escape, and what exactly is being asked?

**A:** Diffusion can carry a pair uphill, so escape is a matter of probability. Let P be the probability that the two carriers separate to infinity before they meet. The assumptions are these: the pair is isolated, both carriers move by diffusion and drift in a uniform medium of permittivity ε, mobility and diffusion coefficient obey the Einstein relation, and the carriers recombine at once on contact. The contact distance is taken to zero for now.

Let **r** point from the electron to the hole, and let the field F ≥ 0 point along z. The force on the hole is

K = eF ẑ − e² r̂/(4πεr²),

and the force on the electron is −K. The drift velocities are D_h K/kT and −D_e K/kT, so **r** drifts with velocity (D_h + D_e)K/kT. The independent random displacements add their variances, so **r** diffuses with D = D_h + D_e. The relative motion is that of one particle with the summed diffusion coefficient.

**Q:** That describes motion. How does it become an equation for a probability?

**A:** Measure energies in kT and lengths in the Onsager radius, at which the attraction energy equals kT:

rc = e²/(4πεkT), f = eFrc/kT.

The reduced potential energy is u = −1/r − fz, and K/kT becomes −∇u. After a short time dt the pair has moved by Δ, with

⟨Δ_i⟩ = −D ∂_i u dt, ⟨Δ_i Δ_j⟩ = 2D δ_ij dt.

Its chance of escape is the average chance from the new position, P(**r**) = ⟨P(**r** + Δ)⟩. Expanding to first order in dt gives

0 = D dt (∇²P − ∇u·∇P),

so that

∇²P − ∇u·∇P = 0, P → 0 at r → 0, P → 1 at r → ∞.

D has dropped out: faster carriers decide their fate sooner, but with the same odds.

**Q:** Start without a field, then. Does the answer come out as a Boltzmann factor merely because one expects it?

**A:** It has to be solved. Without a field P depends on r alone and ∇u = r̂/r², so

P″ + 2P′/r − P′/r² = 0.

Multiplication by r² exp(1/r) turns the left side into a total derivative, because the derivative of exp(1/r) is −exp(1/r)/r²:

d/dr [r² exp(1/r) P′] = 0.

Hence P′ = C exp(−1/r)/r², and P = C exp(−1/r) + C′. The condition at r → 0 gives C′ = 0 and the one at infinity gives C = 1. For initial separation r0, in ordinary units,

P = exp(−rc/r0).

It looks like a Boltzmann factor for the binding energy, but no equilibrium was assumed. The form and its unit prefactor follow from the two boundary conditions. A finite contact radius changes them, as will be seen below.

**Q:** For a weak field I would now expand in f. But the field energy fz grows without limit at large distance. Is such an expansion legitimate?

**A:** Not uniformly in r, and the objection shows which variables to use. Far away the Coulomb drift 1/r² is negligible, and W = 1 − P obeys ∇²W + f ∂W/∂z = 0. Put W = exp(−fz/2) w. The first derivatives of w cancel and ∇²w = f²w/4 remains, whose decaying spherical solution is w = exp(−fr/2)/r. Other decaying solutions depend on angle, but in a weak field this one leads, and it makes W proportional to

(1/r) exp[−f(r + z)/2].

This suggests seeking P as a function of two combinations,

A = 1/r, B = f(r + z)/2 = fr(1 + cos θ)/2,

where θ is the angle between **r** and the field.

**Q:** A suggestion from the far region need not work near the charge. Does the full equation close in A and B?

**A:** It does. Write μ = cos θ and note that AB = f(1 + μ)/2. With ∇r = r̂ and ∇·r̂ = 2/r, for r > 0,

∇A = −A² r̂, ∇²A = 0, |∇A|² = A⁴

∇B = f(r̂ + ẑ)/2, ∇²B = fA

|∇B|² = f²(1 + μ)/2 = fAB

∇A·∇B = −A² f(1 + μ)/2 = −A³B.

For the drift term, ∇u = A² r̂ − fẑ. Using fμ = 2AB − f,

∇u·∇A = −A⁴ + fμA² = −A⁴ + 2A³B − fA²

∇u·∇B = (f/2)(1 + μ)(A² − f) = A³B − fAB.

With subscripts for partial derivatives, the chain rule gives

A⁴P_AA − 2A³B P_AB + fAB P_BB + fA P_B + (A⁴ − 2A³B + fA²)P_A − (A³B − fAB)P_B = 0.

At given A and B, f may still take any value with f ≥ AB. If P depends on f through A and B alone, the terms with and without an explicit f must therefore vanish separately. The terms without f, divided by A³, give (I), and those with f, divided by fA, give (II):

(I) A(P_AA + P_A) − B(2P_AB + 2P_A + P_B) = 0

(II) B P_BB + (1 + B)P_B + A P_A = 0.

**Q:** Two equations for one function may have no common solution.

**A:** So one must be exhibited. At B = 0 equation (I) reads P_AA + P_A = 0, with solutions c₁ + c₂ exp(−A). The limits P = 1 at A = 0 and P = 0 at A → ∞ select exp(−A). Now write P = Σ p_k(A) B^k with p₀ = exp(−A). The coefficient of B^k in (II) is

(k + 1)² p_{k+1} + k p_k + A p_k′ = 0,

which fixes every later term. The first two are

p₁ = −A p₀′ = A exp(−A)

p₂ = −(p₁ + A p₁′)/4 = −[A + A(1 − A)] exp(−A)/4 = A(A − 2) exp(−A)/4.

Multiply the series by exp(A + B) to look for a pattern. The coefficients of B⁰, B¹ and B² become

1, 1 + A, ½ + A + A(A − 2)/4 = ½(1 + A + A²/2).

They are truncated exponential series in A, divided by k!. The pattern suggests

P = exp(−A − B) Σ_{k≥0} (B^k/k!) Σ_{m=0}^{k} A^m/m!.

**Q:** Three coefficients do not prove an infinite series.

**A:** Differentiation does. Let x = AB, E = exp(−A − B) and S(x) = Σ x^m/(m!)². The A-derivative of exp(−A) Σ_{m≤k} A^m/m! is −exp(−A) A^k/k!, since all other terms cancel in pairs. Therefore

P_A = −E S(x).

For the B-derivative, exchange the order of the sums:

P = exp(−A) Σ_{m≥0} (A^m/m!) [exp(−B) Σ_{k≥m} B^k/k!].

The bracket equals 1 for m = 0. For m ≥ 1 its derivative is exp(−B) B^{m−1}/(m − 1)!, so

P_B = E A S′(x).

Term by term, xS″ + S′ = Σ m²x^{m−1}/(m!)² = S. The second derivatives are

P_AA = E(S − BS′), P_AB = E(S − AS′), P_BB = E(A²S″ − AS′).

Divided by E, the left side of (I) is

AS − xS′ − AS − 2BS + 2xS′ + 2BS − xS′ = 0,

and that of (II) is

AxS″ − xS′ + AS′ + xS′ − AS = A(xS″ + S′ − S) = 0.

Both equations hold.

**Q:** And the boundary values, in every direction? Downstream B grows with r, while upstream it stays zero.

**A:** Two bounds cover all directions. A sum of squares of non-negative terms is at most the square of their sum, so S(x) ≤ [Σ x^{m/2}/m!]² = exp(2√x). Hence

−P_A ≤ exp[−(√A − √B)²] ≤ 1.

At A = 0 the series gives P = 1, so integration over A yields 1 − P ≤ A = 1/r. This vanishes at infinity uniformly in angle.

Near contact, the m = 0 term is exp(−A). For m ≥ 1 the bracket is at most 1 − exp(−B) ≤ B, and its weights sum to less than one. So P ≤ exp(−A) + B. Since B ≤ fr, this vanishes as r → 0.

The solution is also unique. The difference of two solutions obeys the same equation, which has no term proportional to P itself. By the maximum principle the difference takes its extremes on the boundaries, where it tends to zero.

**Q:** For a pair that starts directly against the field force, θ = π, you get B = 0 and P = exp(−rc/r0) at any field. I would expect the field to drive the carriers together and spoil the escape.

**A:** The series is unambiguous here, and the statement can be checked without it. Random trajectories with r0 = rc and f = 1 give an escape fraction of 0.370 at θ = π, against 0.3679 from the series. The push towards the partner does not settle the matter, because a diffusing pair can miss contact and then be carried away on the other side. For point contact the equation shows that the net effect on P is zero for this starting direction. With a finite contact radius the cancellation is no longer exact.

At θ = 0 the trajectories give 0.665 and the series 0.6543. With 15000 trajectories the standard error is √(0.654 × 0.346/15000) ≈ 0.004, so the difference is nearly three standard errors. It lies inside the tolerance of 0.02 set for sampling and time-step errors. The finite time step biases the fraction upwards here, but at the step used only by a few thousandths; most of the difference appears to be sampling scatter. A sharper test solves the boundary-value problem on a grid: over the fields, separations and angles tested, it differs from the series by at most 1.1 × 10⁻⁵ in P.

**Q:** Now the weak field. A longer initial separation gives the field a longer lever arm. Surely the relative increase grows with r0?

**A:** The lever arm is there, but it is compensated. From the coefficients already found,

P = exp(−A)[1 + AB + A(A − 2)B²/4 + …].

The first-order term is

AB = (1/r) × fr(1 + cos θ)/2 = f(1 + cos θ)/2.

At a given angle B, which lies between zero and the field energy scale fr of the pair, is proportional to r. The sensitivity of ln P to B at B = 0 is A, which is proportional to 1/r. A distant pair gains more field energy, but its escape depends less on that gain.

For isotropic initial orientation ⟨1 + cos θ⟩ = 1 and ⟨(1 + cos θ)²⟩ = 1 + 1/3 = 4/3, so ⟨B²⟩ = (f²r²/4)(4/3) = f²r²/3. The averaged probability is

⟨P⟩ = exp(−1/r)[1 + f/2 + f²(1 − 2r)/12 + …].

Restoring units in the linear term,

⟨P⟩ = exp(−rc/r0)[1 + sF + O(F²)]

s = e rc/(2kT) = e³/(8πεk²T²).

The slope of ⟨P⟩ against F is s exp(−rc/r0) and the intercept is exp(−rc/r0). Their ratio s does not contain r0. The second-order term does.

**Q:** An isotropic average cannot know the sign of the field. It should be even in F, and an even function has no linear term.

**A:** It is even, but not smooth: F here is the magnitude, and the average rises as |F| on both sides of zero. If escape were defined as reaching a fixed, finite distance R from a nonzero contact radius, the field would be a regular perturbation. The average would then have an expansion in even powers of F. With escape at infinity there is a region r > 1/f, however weak the field, in which the field dominates. That region produces the cusp.

**Q:** Real pairs have a spread of initial separations. Does the ratio survive averaging over them?

**A:** Yes, for any spread with isotropic orientation. Since S′ ≤ S term by term, P_B = EAS′ ≤ A. Hence the increase P − exp(−A) is at most AB = f(1 + cos θ)/2 for every r. This uniform bound allows the limit f → 0 to be taken inside an average over a distribution g(r0):

∫ g ⟨P⟩ dr0 = (1 + sF) ∫ g exp(−rc/r0) dr0 + terms smaller than F.

The common factor cancels from the ratio. Isotropy matters, though. At a fixed angle the ratio is s(1 + cos θ), anywhere from 0 to 2s. If the orientation is biased in a way that varies with r0, the ratio depends on the distribution.

**Q:** Carriers recombine at a finite distance a, not at a point. Does that bring r0 back?

**A:** Take perfect absorption at r = a, with r0 > a. Without a field the constants now follow from P(a) = 0 and P(∞) = 1:

P₀ = c[exp(−1/r) − exp(−1/a)], c = 1/[1 − exp(−1/a)].

At large r, 1 − P₀ ≈ c/r. In a weak field the far solution found earlier must join on to this, so

1 − P ≈ (c/r) exp[−fr(1 + cos θ)/2].

In the overlap region, where r is much larger than 1 and a but much smaller than 1/f, expansion gives

P ≈ 1 − c/r + (cf/2)(1 + cos θ).

Closer in, write P = P₀ + fP₁. First order in f requires

∇²P₁ − (1/r²) ∂P₁/∂r = −cos θ P₀′.

The right side averages to zero over angles. The isotropic part of P₁ therefore obeys the zero-field equation and vanishes at a, so it is a multiple of P₀. The overlap region fixes its limit at infinity as c/2. To first order,

⟨P⟩ = P₀(1 + cf/2),

and the ratio becomes

s/[1 − exp(−rc/a)].

It is still independent of r0, but it now depends on a. For a = rc the formula gives 0.7910 in units of e rc/kT, instead of 0.5 for point contact. The grid solution, extrapolated to zero field, gives 0.7912 at r0 = 1.5 rc and 0.7911 at r0 = 3 rc. The simple ratio thus needs a ≪ rc, a condition that a high permittivity can spoil by shrinking rc. Contact that reflects some of the encounters is a different boundary condition and is not covered here.

**Q:** Put numbers to it. How weak must the field be?

**A:** Take model parameters: relative permittivity 3, temperature 300 K and point contact. Then kT/e = 25.852 mV and rc = 18.567 nm, so

s = rc/(2kT/e) = 18.567 × 10⁻⁹ m/(2 × 0.025852 V) = 3.591 × 10⁻⁷ m/V,

or 3.591 × 10⁻⁵ cm/V. The reduced field f reaches 1 at 1.392 × 10⁶ V/m.

For r0 = 2, 4 and 8 nm the exponents rc/r0 are 9.283, 4.642 and 2.321. The zero-field escape probabilities are 9.30 × 10⁻⁵, 9.64 × 10⁻³ and 0.0982, a span of about a thousand. Yet the relative rise per unit field in an unbounded medium, evaluated from the full series at 10³ V/m, is 3.591 × 10⁻⁷ m/V for all three, to four digits. These probabilities belong to the continuum model, which needs carrier steps short against r0. On a cubic lattice with 1 nm hops and absorption at 1 nm, the zero-field value for r0 = 2 nm is about 7 × 10⁻⁴ with Miller–Abrahams rates and about 5 × 10⁻⁶ with symmetric rates, while the ratio stays at s within 0.3%. The slope-to-intercept ratio is thus far more robust than the intercept or any r0 deduced from it.

The departure from the straight line can be predicted. Dividing the relative rise, f/2 + f²(1 − 2r)/12, by its linear part f/2 gives

(relative rise)/(sF) ≈ 1 + f(1 − 2r0/rc)/6.

At 10⁵ V/m, f = 0.0718. For r0 = 2 nm, r0/rc = 0.1077 and the estimate is 1 + 0.0718 × 0.785/6 = 1.009. The full series gives 1.0094 there, and 1.0068 and 1.0016 for 4 and 8 nm. At 10⁶ V/m the three values are 1.097, 1.068 and 1.013, so the common slope is still recognisable.

**Q:** And at 10⁷ V/m?

**A:** There f ≈ 7.2 and the linear law has failed. The values are 2.26, 1.64 and 0.95. For r0 = 2 nm the yield has grown by 8.486 × 10⁻⁴/9.296 × 10⁻⁵ ≈ 9.1 times, whereas the linear law gives 1 + 3.59 ≈ 4.6 times. For 8 nm the second-order estimate would be 1.17, on the wrong side of one, so higher orders matter as well. They must eventually bend the curve down, since P cannot exceed one; here ⟨P⟩ is already 0.434.

Orientation matters long before that. For r0 = 4 nm at 10⁶ V/m, P is 0.00964 at θ = π, 0.01328 at θ = π/2 and 0.01727 at θ = 0. Relative to zero field these are factors of 1, 1.38 and 1.79. The first-order factors 1 + sF(1 + cos θ), with sF = 0.359, are 1, 1.36 and 1.72.

**Q:** If a measured photogeneration yield shows the ratio s, has the mechanism been proved and r0 found?

**A:** Neither follows from the ratio alone. If every escaped carrier is collected, the measured yield is Y = η(F)⟨P⟩, where η is the probability that an absorbed photon creates a separated pair at all. The field must also be well above kT/(ed), where d is the distance from the pair to the nearest electrode. This is 2.6 × 10⁴ V/m for d = 1 µm at 300 K, and ten times more for d = 100 nm. In a weaker field the result for an unbounded medium no longer applies, and collection fails as well: a carrier that should drift away from an electrode at distance d still diffuses back to it with probability exp(−eFd/kT). This loss shrinks as the field rises, which adds about (ed/kT) exp(−eFd/kT) to the ratio measured from the collected charge. For d = 1 µm one such electrode adds about twice s at 10⁵ V/m, but only 0.5% of s at ten times kT/(ed). Strongly absorbed light, which creates pairs close to the surface, may therefore leave little or no field range in which s can be read off. For point contact and F well above kT/(ed) but well below both kT/(e rc) and kT/(e r0), where the second limit matters for pairs wider than rc (at f = 0.1 the ratio has already fallen to about 0.8 s for r0 = 3 rc), the ratio is to leading order

(1/Y) dY/dF = s + (1/η) dη/dF.

Agreement with s therefore supports the model only if η does not depend on the field and collection is complete. At constant ε, and with a contact radius a ≪ rc, the ratio should also vary as 1/T², which is a further check. Because r0 has cancelled, it must come from elsewhere: from the intercept if η is known, or from the curvature at higher field if η does not depend on the field. With a spread of separations neither gives a single distance: the intercept gives η times the average of exp(−rc/r0), and the curvature gives an average of r0 weighted by exp(−rc/r0), which favours the distant pairs. The curvature also demands precise data: in the model example, going from r0 = 2 nm to 4 nm changes the growth of the yield over its zero-field value only from 1.394 to 1.384 at 10⁶ V/m. At 10⁷ V/m, where the full series is needed, it changes from 9.1 to 6.9. The numerical output below lists the values for the three separations.

Calculated quantities

```
Reduced units: length rc, energy kT
r=1 f=1 cos=+1: trajectories 0.665, series 0.6543
r=1 f=1 cos=-1: trajectories 0.370, series 0.3679
Largest difference, boundary-value solution and series: 1.1e-05
Slope/intercept in units e rc/kT for a=rc, law: 0.7910
  numerical value at r=1.5 rc: 0.7912
  numerical value at r=3.0 rc: 0.7911
Model: relative permittivity 3.0, T 300 K
Thermal voltage kT/e: 25.852 mV
Onsager radius rc: 18.567 nm
Slope/intercept s: 3.5910e-07 m/V = 3.5910e-05 cm/V
Field at which f=1: 1.3924e+06 V/m
r0=2 nm: rc/r0 9.2834, zero-field P 9.2956e-05
  slope/intercept from yield at 1e3 V/m: 3.5913e-07 m/V
  F=1e+05 V/m: mean P 9.6325e-05, rise/(sF) 1.0094
  F=1e+06 V/m: mean P 1.2957e-04, rise/(sF) 1.0970
  F=1e+07 V/m: mean P 8.4863e-04, rise/(sF) 2.2638
r0=4 nm: rc/r0 4.6417, zero-field P 9.6414e-03
  slope/intercept from yield at 1e3 V/m: 3.5912e-07 m/V
  F=1e+05 V/m: mean P 9.9899e-03, rise/(sF) 1.0068
  F=1e+06 V/m: mean P 1.3339e-02, rise/(sF) 1.0680
  F=1e+07 V/m: mean P 6.6373e-02, rise/(sF) 1.6386
r0=8 nm: rc/r0 2.3208, zero-field P 9.8190e-02
  slope/intercept from yield at 1e3 V/m: 3.5910e-07 m/V
  F=1e+05 V/m: mean P 1.0172e-01, rise/(sF) 1.0016
  F=1e+06 V/m: mean P 1.3392e-01, rise/(sF) 1.0133
  F=1e+07 V/m: mean P 4.3387e-01, rise/(sF) 0.9520
Angle-resolved P for r0=4 nm, F=1e6 V/m:
  cos theta=-1: P 9.6414e-03
  cos theta=+0: P 1.3280e-02
  cos theta=+1: P 1.7271e-02
```
